# Piezoelectric coupling of electrons to long sound waves in zincblende crystals: verification in Python

```python
# Piezoelectric electron / acoustic-phonon vertex in zincblende (SI units).
# Result under test: g = -(e*e14/eps)*A*sqrt(hbar/(2*rho*V*v*q)), A = 2 w.xi,
# w = (ny nz, nz nx, nx ny), n = q/|q|, xi = polarization, eps = static constant-strain
# permittivity, P_x = e14*2*S_yz.  A_L = 6 nx ny nz, sum over branches A^2 = 4|w|^2,
# isotropic sphere averages <A_L^2> = 12/35, <sum A_T^2> = 16/35.  K2 = e14^2 A^2/(eps rho v^2).
import itertools
import numpy as np
import sympy as sp
from scipy.constants import e, hbar, epsilon_0 as eps0, atomic_mass as amu
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

wvec = lambda n: np.stack([n[..., 1]*n[..., 2], n[..., 2]*n[..., 0], n[..., 0]*n[..., 1]], -1)
E3 = np.array([[[float(len({i, j, k}) == 3) for k in range(3)] for j in range(3)] for i in range(3)])

# ---- symmetry: projector on invariant rank-3 tensors of the bond-preserving group
bonds = {(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)}
Oh = [np.diag(s) @ np.eye(3)[list(p)] for p in itertools.permutations(range(3))
      for s in itertools.product([1, -1], repeat=3)]
Td = [R for R in Oh if {tuple(int(round(x)) for x in R @ np.array(b)) for b in bonds} == bonds]
proj = lambda G: sum(np.kron(R, np.kron(R, R)) for R in G)/len(G)
assert len(Td) == 24 and abs(np.trace(proj(Td)) - 1) < 1e-12
assert np.allclose(proj(Td), np.outer(E3.ravel(), E3.ravel())/6) and np.allclose(proj(Oh), 0)

# ---- real-space finite-difference Poisson problem (e14 = eps = 1, box 2 pi)
def poisson_error(N, qs):
    h = 2*np.pi/N
    X = np.meshgrid(*[np.arange(N)*h]*3, indexing='ij')
    waves = [((1, 1, 2), (0.3, -0.7, 0.9), 0.2), ((2, -1, 1), (1.0, 0.4, -0.2), 1.1),
             ((1, 2, 0), (0.1, 0.5, 0.8), 2.0)]
    u = np.zeros((3, N, N, N)); exact = 0
    for k, xi, ph in waves:
        k = np.array(k, float); k2 = k @ k
        c = np.cos(k[0]*X[0] + k[1]*X[1] + k[2]*X[2] + ph)
        u += np.array(xi)[:, None, None, None]*c
        exact = exact + 2*wvec(k/np.sqrt(k2)) @ np.array(xi)*k2/(k2 + qs**2)*c
    sh = lambda f, m, a: np.roll(f, -m, a)
    d = lambda f, a: (8*(sh(f, 1, a) - sh(f, -1, a)) - sh(f, 2, a) + sh(f, -2, a))/(12*h)
    op = lambda f: qs**2*f - sum(16*(sh(f, 1, a) + sh(f, -1, a)) - sh(f, 2, a) - sh(f, -2, a)
                                 - 30*f for a in range(3))/(12*h*h)
    P = [d(u[2], 1) + d(u[1], 2), d(u[0], 2) + d(u[2], 0), d(u[1], 0) + d(u[0], 1)]
    b = -sum(d(P[a], a) for a in range(3)); b -= b.mean()
    x = np.zeros_like(b); r = b.copy(); p = r.copy(); rr = r0 = np.sum(r*r)
    for _ in range(300):                      # conjugate gradients
        Ap = op(p); al = rr/np.sum(p*Ap); x += al*p; r -= al*Ap
        new = np.sum(r*r)
        if new < 1e-20*r0:
            break
        p = r + new/rr*p; rr = new
    return np.abs(x - exact).max()/np.abs(exact).max()
for qs_ in (0.0, 3.0):
    e24, e48 = poisson_error(24, qs_), poisson_error(48, qs_)
    assert e48 < 2e-3 and 13 < e24/e48 < 19   # fourth-order stencil
    print(f"Poisson grid, qs={qs_:.0f}: rel. error N=24 {e24:.2e}, N=48 {e48:.2e}")

# ---- oscillator matrix element on a grid (hbar = m = 1)
om = 1.7; x = np.linspace(-8, 8, 2001); h = x[1] - x[0]
_, ps = eigh_tridiagonal(1/h**2 + 0.5*om**2*x**2, -0.5/h**2*np.ones(2000), select='i', select_range=(0, 1))
assert abs(abs(ps[:, 0] @ (x*ps[:, 1]))*np.sqrt(2*om) - 1) < 1e-4

# ---- angular factors: symbolic, from the raw tensor contraction
t, f = sp.symbols('t f', real=True)
s, c = sp.sin, sp.cos
n_ = [s(t)*c(f), s(t)*s(f), c(t)]; th_ = [c(t)*c(f), c(t)*s(f), -s(t)]; ph_ = [-s(f), c(f), 0]
Asym = lambda xi: sum(abs(sp.LeviCivita(i, j, k))*n_[i]*n_[j]*xi[k]
                      for i in range(3) for j in range(3) for k in range(3))
avg = lambda F: sp.integrate(sp.expand(sp.integrate(sp.expand(F), (f, 0, 2*sp.pi))*s(t)), (t, 0, sp.pi))/(4*sp.pi)
for got, want in ((Asym(n_), 6*n_[0]*n_[1]*n_[2]), (Asym(th_), s(t)*s(2*f)*(3*c(t)**2 - 1)),
                  (Asym(ph_), s(2*t)*c(2*f))):
    for tv, fv in ((0.3, 0.8), (1.2, 2.5), (2.6, 4.4), (2.0, 5.9)):
        assert abs(float((got - want).subs({t: tv, f: fv}))) < 1e-12
m4, m6 = avg((n_[0]*n_[1])**2), avg((n_[0]*n_[1]*n_[2])**2)
aL, aTh, aPh = avg(Asym(n_)**2), avg(Asym(th_)**2), avg(Asym(ph_)**2)
a45 = avg((Asym(th_) + Asym(ph_))**2/2)
R = sp.Rational
assert (m4, m6, aL, aTh, aPh, a45) == (R(1, 15), R(1, 105), R(12, 35), R(4, 21), R(4, 15), R(8, 35))
aT = aTh + aPh
assert aT == R(16, 35)
print(f"<nx2 ny2> = {m4}, <nx2 ny2 nz2> = {m6}")
print(f"<A_L^2> = {aL} = {float(aL):.5f}, <sum A_T^2> = {aT} = {float(aT):.5f}, total {aL + aT}")
print(f"T split: theta {aTh}, phi {aPh}; basis turned 45 deg: {a45} and {aT - a45}")
for lab, want in (((1, 0, 0), (0, 0)), ((1, 1, 0), (0, 1)), ((1, 1, 1), (4/3, 0))):
    n = np.array(lab)/np.linalg.norm(lab); gam = np.einsum('ijk,i,j->k', E3, n, n)
    L2 = (gam @ n)**2; T2 = np.sum(np.cross(gam, n)**2)
    assert np.allclose((L2, T2), want)
    print(f"direction {lab}: A_L^2 = {L2:.4f}, sum A_T^2 = {T2:.4f}")
aL, aT = float(aL), float(aT)

# ---- sphere quadrature and Christoffel diagonalization
ct, wt = np.polynomial.legendre.leggauss(40); fi = (np.arange(80) + 0.37)*2*np.pi/80
st = np.sqrt(1 - ct**2)
NN = np.stack([np.outer(st, np.cos(fi)), np.outer(st, np.sin(fi)), np.outer(ct, np.ones(80))], -1).reshape(-1, 3)
W = np.repeat(wt, 80)/160
voigt = np.array([[0, 5, 4], [5, 1, 3], [4, 3, 2]])
def modes(Cv, e14, eps, rho, n, stiff):
    C = Cv[voigt[:, :, None, None], voigt[None, None, :, :]]
    G = np.einsum('ijkl,pj,pl->pik', C, n, n)
    gam = np.einsum('ijk,pi,pj->pk', E3, n, n)
    if stiff:
        G = G + e14**2*gam[:, :, None]*gam[:, None, :]/eps
    ev, xi = np.linalg.eigh(G)
    return np.sqrt(ev/rho), xi, np.einsum('pk,pkm->pm', gam, xi)

# ---- example A: isotropic medium
e14, er, rho, vL, vT, Xi, qs = 0.2, 10.0, 5000.0, 5000.0, 3000.0, 10.0, 0.02e9
eps = er*eps0
Ci = np.zeros((6, 6)); Ci[:3, :3] = rho*(vL**2 - 2*vT**2)
Ci += np.diag([2*rho*vT**2]*3 + [rho*vT**2]*3)
v0, _, A0 = modes(Ci, e14, eps, rho, NN, False)
assert abs(W @ A0[:, 2]**2 - aL) < 1e-10 and abs(W @ (A0[:, :2]**2).sum(1) - aT) < 1e-10
v1, _, A1 = modes(Ci, e14, eps, rho, NN, True)
K2L, K2T = aL*e14**2/(eps*rho*vL**2), aT*e14**2/(eps*rho*vT**2)
assert np.abs(v1[:, 0]/vT - 1).max() < 1e-10 and W @ A1[:, 0]**2 < 1e-10
dL, dT = W @ (v1[:, 2]/vL - 1), W @ (v1[:, 1]/vT - 1)
assert abs(dL/(K2L/2) - 1) < 0.02 and abs(dT/(K2T/2) - 1) < 0.02   # next order is O(K2)
unit = 1e3/e*1e9**1.5                         # J m^1.5 -> meV nm^1.5
gr = lambda K2, v, q: np.sqrt(e**2*hbar*v*K2/(2*eps*q))*unit
gdp = lambda q: Xi*e*q*np.sqrt(hbar/(2*rho*vL*q))*unit
print(f"A: e14={e14} C/m2, epsS={er}, rho={rho:.0f} kg/m3, vL={vL:.0f}, vT={vT:.0f} m/s")
print(f"A: Xi={Xi} eV, qs={qs/1e9} 1/nm, e14/eps = {e14/eps/1e9:.4f} V/nm")
print(f"A: <K_L^2> = {K2L:.5e}, <K_T^2> = {K2T:.5e}, sum {K2L + K2T:.5e}")
print(f"A: stiffening <dv/v>: L {dL:.4e}, coupled T {dT:.4e}")
print(f"A: stiffened <A^2>: T1 {W @ A1[:, 0]**2:.5f}, T2 {W @ A1[:, 1]**2:.5f}, L {W @ A1[:, 2]**2:.5f}")
for q in (0.1e9, 0.01e9):
    full = np.sqrt(W @ ((e*e14/eps*A1)**2*hbar/(2*rho*v1*q)))*unit
    assert abs(full[2]/gr(K2L, vL, q) - 1) < 0.01 and abs(full[1]/gr(K2T, vT, q) - 1) < 0.01
    scr = q*q/(q*q + qs*qs)
    print(f"A: q={q/1e9:.2f} 1/nm: hw_L={hbar*vL*q/e*1e3:.4f} meV, hw_T={hbar*vT*q/e*1e3:.4f} meV")
    print(f"   sqrtV*u0: L {np.sqrt(hbar/(2*rho*vL*q))*1e9**2.5:.4e}, T {np.sqrt(hbar/(2*rho*vT*q))*1e9**2.5:.4e} nm^2.5")
    print(f"   rms sqrtV|g|: L {gr(K2L, vL, q):.3f}, T {gr(K2T, vT, q):.3f}, DP {gdp(q):.3f} meV nm^1.5")
    print(f"   stiffened: L {full[2]:.3f}, T {full[1]:.3f} meV nm^1.5")
    print(f"   screening {scr:.4f}: L {gr(K2L, vL, q)*scr:.3f}, T {gr(K2T, vT, q)*scr:.3f} meV nm^1.5")
gq = lambda q: np.sqrt(W @ (e*e14/eps*A0[:, 2])**2*hbar/(2*rho*vL*q))*unit
qc = e14*np.sqrt(aL)/(eps*Xi)
assert abs(brentq(lambda y: gq(y*1e9) - gdp(y*1e9), 1e-3, 10, xtol=1e-12)*1e9/qc - 1) < 1e-7
gs = lambda y: y**-0.5*y*y/(y*y + 1)
pk = minimize_scalar(lambda y: -gs(y), bounds=(0.1, 10), method='bounded', options={'xatol': 1e-9}).x
sl = np.log(gs(2e-3)/gs(1e-3))/np.log(2)
assert abs(pk - np.sqrt(3)) < 1e-5 and abs(sl - 1.5) < 1e-4
print(f"A: crossover q_c = {qc/1e9:.4f} 1/nm")
print(f"A: screened peak q = {pk*qs/1e9:.4f} 1/nm (q/qs = {pk:.4f}), small-q exponent {sl:.4f}")

# ---- example B: zincblende lattice, central springs, ion and bond charges.
# Bond charge zb sits at the bond midpoint, moves with the mean of its atoms plus eta*stretch along the bond.
a, M, z, zb, eta, einf = 0.5e-9, np.array([60., 80.])*amu, (3.0, 1.0), -1.0, 0.5, 8.0
spring = {3: 100.0, 8: 10.0, 11: 5.0}; Om = a**3/4; tau = np.array([[0, 0, 0], [1, 1, 1]])
pairs = []
for Rv in itertools.product(range(-4, 5, 2), repeat=3):
    if sum(Rv) % 4 == 0:
        for k1 in (0, 1):
            for k2 in (0, 1):
                dv = np.array(Rv) + tau[k2] - tau[k1]
                if int(dv @ dv) in spring:
                    pairs.append((k1, k2, dv*a/4, spring[int(dv @ dv)]))
assert len(pairs) == 2*(4 + 12 + 12)
nnb = [np.array(b)*a/4 for b in bonds]
ES = [(voigt == J)*(1.0 if J < 3 else 0.5) for J in range(6)]
H = np.zeros((9, 9))                          # static Hessian in (Voigt strain, shift of atom 2)
for k1, k2, dv, k in pairs:
    dh = dv/np.linalg.norm(dv)
    vv = np.concatenate([[dh @ S @ dv for S in ES], (k2 - k1)*dh]); H += 0.5*k*np.outer(vv, vv)
Z2 = z[1]*np.eye(3); pS = np.zeros((3, 6))
for dv in nnb:
    dh = dv/np.linalg.norm(dv)
    Z2 = Z2 + zb*(0.5*np.eye(3) + eta*np.outer(dh, dh))
    pS += zb*eta*np.outer(dh, [dh @ S @ dv for S in ES])
Hi = np.linalg.inv(H[6:, 6:]); Lam = -Hi @ H[6:, :6]
Cv = (H[:6, :6] + H[:6, 6:] @ Lam)/Om
ecl, eion = e*pS/Om, e*Z2 @ Lam/Om; eB = (ecl + eion)[0, 3]
assert np.allclose(ecl + eion, eB*np.hstack([np.zeros((3, 3)), np.eye(3)]), atol=1e-10)
erS = einf + (e*e*Z2 @ Hi @ Z2/(Om*eps0))[0, 0]; rhoB = M.sum()/Om

def lattice(n, q, ref):
    qv = n*q; Phi = np.zeros((6, 6), complex)
    for k1, k2, dv, k in pairs:
        B = k*np.outer(dv, dv)/(dv @ dv)
        Phi[3*k1:3*k1+3, 3*k1:3*k1+3] += B
        Phi[3*k1:3*k1+3, 3*k2:3*k2+3] -= B*np.exp(1j*qv @ dv)
    cq = np.concatenate([z[0]*qv, z[1]*qv]).astype(complex)
    for dv in nnb:
        D = eta*np.outer(dv, dv)/(dv @ dv); p = np.exp(0.5j*qv @ dv)
        cq[:3] += zb*qv @ (0.5*np.eye(3) - D)/p; cq[3:] += zb*qv @ (0.5*np.eye(3) + D)*p
    cq = -1j*e*cq                             # induced charge density = cq.U/Om
    Phi += np.outer(cq.conj(), cq)/(Om*eps0*einf*q*q)
    sm = np.sqrt(np.repeat(M, 3)); w2, ev = np.linalg.eigh(Phi/np.outer(sm, sm))
    w = np.sqrt(w2[:3]); U = ev[:, :3]/sm[:, None]*np.sqrt(hbar/(2*w))
    ov = np.einsum('km,km->m', M[0]*U[:3] + M[1]*U[3:], ref)
    U = U*np.exp(-1j*np.angle(ov))
    return w, -e*(cq @ U)/(Om*eps0*einf*q*q)
def continuum(n, q, er_):
    v, xi, _ = modes(Cv, eB, er_*eps0, rhoB, n[None], True)
    A = 2*wvec(n) @ xi[0]
    return v[0]*q, -e*eB/(er_*eps0)*A*np.sqrt(hbar/(2*rhoB*Om*v[0]*q)), xi[0]
q = 2e-3/a
for dr in ((3, -1, 2), (1, 4, -2), (2, 3, 6), (1, 1, 3), (1, 2, 3)):
    n = np.array(dr)/np.linalg.norm(dr)
    wc, gc, xi = continuum(n, q, erS); wl, gl = lattice(n, q, xi); sc = np.linalg.norm(gc)
    assert np.abs(wl/wc - 1).max() < 1e-4 and np.abs(gl.real - gc).max() < 1e-4*sc
    assert np.abs(gl.imag).max() < 1e-2*sc    # quadrature part is O(qa)
    gw = continuum(n, q, einf)[1]
    assert abs(np.linalg.norm(gw)/np.linalg.norm(gl) - 1) > 0.1
slope = np.log(np.abs(gl)/np.abs(lattice(n, q/2, xi)[1]))/np.log(2)
big = np.abs(gc) > 0.05*sc
assert np.abs(slope[big] + 0.5).max() < 1e-3
nx = np.array([1., 0, 0]); ref = np.eye(3)[:, ::-1]
g1, g2 = lattice(nx, 0.01/a, ref)[1][2], lattice(nx, 0.02/a, ref)[1][2]
s100 = np.log(abs(g2/g1))/np.log(2)
assert abs(s100 - 0.5) < 1e-2 and abs(g2.real) < 1e-3*abs(g2.imag)
_, _, AB = modes(Cv, eB, erS*eps0, rhoB, NN, False)
bL, bT = W @ AB[:, 2]**2, W @ (AB[:, :2]**2).sum(1)
assert abs(bL + bT - 0.8) < 1e-10 and abs(bL - aL) > 0.01
fm = lambda y: " ".join(f"{v:.4f}" for v in y)
print(f"B: a={a*1e9} nm, M={M[0]/amu:.0f},{M[1]/amu:.0f} u, k={list(spring.values())} N/m, eps_inf={einf}")
print(f"B: z={z}, zb={zb}, eta={eta}, Z2*={Z2[0, 0]:.4f} e, cell {Om*1e27:.5f} nm^3")
print(f"B: rho={rhoB:.1f} kg/m3, H_dd={H[6, 6]:.3f} N/m, Lambda_14={Lam[0, 3]*1e9:.5f} nm")
print(f"B: e14 clamped {ecl[0, 3]:.4f}, ionic {eion[0, 3]:.4f}, total {eB:.4f} C/m2; epsS={erS:.4f}")
print(f"B: C11={Cv[0, 0]/1e9:.2f}, C12={Cv[0, 1]/1e9:.2f}, C44={Cv[3, 3]/1e9:.2f} GPa")
print(f"B: Zener ratio 2C44/(C11-C12) = {2*Cv[3, 3]/(Cv[0, 0] - Cv[0, 1]):.4f}")
print(f"B: q={q/1e9:.4f} 1/nm along (1,2,3); modes T1 T2 L, V = one cell")
print("   v lattice (km/s):   " + fm(wl/q/1e3))
print("   v continuum (km/s): " + fm(wc/q/1e3))
print("   |g| lattice (meV):   " + fm(np.abs(gl)/e*1e3))
print("   |g| continuum (meV): " + fm(np.abs(gc)/e*1e3))
print("   |g| with eps_inf, wrong (meV): " + fm(np.abs(gw)/e*1e3))
print("   exponent dln|g|/dlnq: " + fm(slope))
print(f"B: LA [100]: exponent {s100:.4f}, |g|={abs(g2)/e*1e3:.4f} meV at q={0.02/a/1e9:.3f} 1/nm")
print(f"B: anisotropic <A^2>: quasi-L {bL:.4f}, quasi-T sum {bT:.4f}, total {bL + bT:.4f}")
print("no test failed")
```

It prints:

```
Poisson grid, qs=0: rel. error N=24 3.68e-03, N=48 2.37e-04
Poisson grid, qs=3: rel. error N=24 4.24e-03, N=48 2.72e-04
<nx2 ny2> = 1/15, <nx2 ny2 nz2> = 1/105
<A_L^2> = 12/35 = 0.34286, <sum A_T^2> = 16/35 = 0.45714, total 4/5
T split: theta 4/21, phi 4/15; basis turned 45 deg: 8/35 and 8/35
direction (1, 0, 0): A_L^2 = 0.0000, sum A_T^2 = 0.0000
direction (1, 1, 0): A_L^2 = 0.0000, sum A_T^2 = 1.0000
direction (1, 1, 1): A_L^2 = 1.3333, sum A_T^2 = 0.0000
A: e14=0.2 C/m2, epsS=10.0, rho=5000 kg/m3, vL=5000, vT=3000 m/s
A: Xi=10.0 eV, qs=0.02 1/nm, e14/eps = 2.2588 V/nm
A: <K_L^2> = 1.23912e-03, <K_T^2> = 4.58934e-03, sum 5.82847e-03
A: stiffening <dv/v>: L 6.2031e-04, coupled T 2.2880e-03
A: stiffened <A^2>: T1 0.00000, T2 0.45584, L 0.34416
A: q=0.10 1/nm: hw_L=0.3291 meV, hw_T=0.1975 meV
   sqrtV*u0: L 4.5925e-03, T 5.9289e-03 nm^2.5
   rms sqrtV|g|: L 6.074, T 9.055, DP 4.593 meV nm^1.5
   stiffened: L 6.082, T 9.029 meV nm^1.5
   screening 0.9615: L 5.841, T 8.707 meV nm^1.5
A: q=0.01 1/nm: hw_L=0.0329 meV, hw_T=0.0197 meV
   sqrtV*u0: L 1.4523e-02, T 1.8749e-02 nm^2.5
   rms sqrtV|g|: L 19.208, T 28.634, DP 1.452 meV nm^1.5
   stiffened: L 19.232, T 28.551 meV nm^1.5
   screening 0.2000: L 3.842, T 5.727 meV nm^1.5
A: crossover q_c = 0.1323 1/nm
A: screened peak q = 0.0346 1/nm (q/qs = 1.7321), small-q exponent 1.5000
B: a=0.5 nm, M=60,80 u, k=[100.0, 10.0, 5.0] N/m, eps_inf=8.0
B: z=(3.0, 1.0), zb=-1.0, eta=0.5, Z2*=-1.6667 e, cell 0.03125 nm^3
B: rho=7439.2 kg/m3, H_dd=153.333 N/m, Lambda_14=-0.09536 nm
B: e14 clamped -0.4272, ionic 0.8148, total 0.3876 C/m2; epsS=9.6807
B: C11=222.12, C12=123.94, C44=79.32 GPa
B: Zener ratio 2C44/(C11-C12) = 1.6159
B: q=0.0040 1/nm along (1,2,3); modes T1 T2 L, V = one cell
   v lattice (km/s):   2.7083 3.1526 5.8434
   v continuum (km/s): 2.7083 3.1526 5.8434
   |g| lattice (meV):   170.4222 385.8886 323.3994
   |g| continuum (meV): 170.4222 385.8886 323.3993
   |g| with eps_inf, wrong (meV): 204.4266 466.8137 391.6382
   exponent dln|g|/dlnq: -0.5000 -0.5000 -0.5000
B: LA [100]: exponent 0.5000, |g|=0.1868 meV at q=0.040 1/nm
B: anisotropic <A^2>: quasi-L 0.3699, quasi-T sum 0.4301, total 0.8000
no test failed
```
